# Midgap band of a Dirac particle with elliptic mass

## Problem

A Dirac particle on the whole line has a mass that varies periodically in space. With $\hbar=v=1$, lengths in a unit $\ell$ and energies in $\hbar v/\ell$, its Hamiltonian is

$$H=\sigma_y p+\sigma_x W(x),\qquad W(x)=k\,\mathrm{sn}(x,k^2),\qquad 0<k<1 .$$

The second argument of sn is the parameter $k^2$; $k$ is the modulus. Let $K$ be the complete elliptic integral of the first kind at this parameter. Since $W(x+2K)=-W(x)$, the period is $L=4K$. Define

$$a=\frac{1-k}{2},\qquad b=\frac{1+k}{2}.$$

Show that the spectrum consists of a midgap band $-a\le E\le a$ and two outer continua $|E|\ge b$, with nothing between them.

## Hints

1. Eliminate one spinor component. The other obeys a Schrödinger equation with a potential $V$ and eigenvalue $\varepsilon=E^2$.
2. Use $\mathrm{sn}'^2=(1-\mathrm{sn}^2)(1-k^2\mathrm{sn}^2)$ to express $V''$ through $V$ alone.
3. Find the differential equation obeyed by a product of two solutions. Try a product function linear in $V$.
4. That equation has a first integral. Evaluate it at $x=0$ and ask what its sign means.

## Solution

**The squared equation.** With $p=-i\,d/dx$ and $\Psi=(u,v)$, $H\Psi=E\Psi$ reads

$$u'+Wu=Ev,\qquad -v'+Wv=Eu .$$

Multiply the second equation by $E$ and insert $Ev$ from the first:

$$-u''-W'u-Wu'+Wu'+W^2u=E^2u .$$

The terms in $u'$ cancel, leaving

$$-u''+Vu=\varepsilon u,\qquad V=W^2-W',\qquad \varepsilon=E^2 .$$

Conversely, for $E\neq0$ a solution $u$ gives a solution of the Dirac equations with $v=(u'+Wu)/E$. Both signs of $E$ are allowed.

**An equation for the potential.** Putting $\mathrm{sn}=W/k$ into the equation of hint 2 gives

$$W'^2=(1-W^2)(k^2-W^2)=W^4-(1+k^2)W^2+k^2 .$$

Differentiating and dividing by $2W'$ (at the isolated zeros of $W'$ the result holds by continuity),

$$W''=2W^3-(1+k^2)W,\qquad W'''=\left[6W^2-(1+k^2)\right]W' .$$

Therefore

$$\begin{aligned}
V''&=2W'^2+2WW''-W'''\\
&=6W^4-4(1+k^2)W^2+2k^2-6W^2W'+(1+k^2)W',\\
3V^2&=3W^4-6W^2W'+3W'^2\\
&=6W^4-3(1+k^2)W^2+3k^2-6W^2W' .
\end{aligned}$$

The difference is $-(1+k^2)(W^2-W')-k^2$, so

$$V''=3V^2-(1+k^2)V-k^2 .$$

**The product function.** Let $F=y_1y_2$, where $y_i''=(V-\varepsilon)y_i$. Then

$$F''=2(V-\varepsilon)F+2y_1'y_2',\qquad (y_1'y_2')'=(V-\varepsilon)F' ,$$

and one more derivative gives

$$F'''-4(V-\varepsilon)F'-2V'F=0. \tag{1}$$

Try $F=\varepsilon+V/2+g$ with constant $g$. The terms containing $\varepsilon$ cancel, and the left side becomes $V'''/2-3VV'-2gV'$. The potential equation gives $V'''/2=3VV'-(1+k^2)V'/2$. Hence $g=-(1+k^2)/4$ and

$$F=\varepsilon+\frac V2-\frac{1+k^2}{4},$$

which is real and has period $L$.

**The first integral.** Define

$$P=\tfrac12FF''-\tfrac14F'^2-(V-\varepsilon)F^2 .$$

Its derivative is $F/2$ times the left side of (1), so $P$ does not depend on $x$. At $x=0$ we have $W=0$, $W'=k$ and $W''=0$. Thus $V=-k$, $V'=0$, and

$$V''=3k^2+(1+k^2)k-k^2=k(1+k)^2=4kb^2 .$$

Also $F=\varepsilon-k/2-(1+k^2)/4=\varepsilon-b^2$, $F'=0$ and $F''=2kb^2$. Therefore

$$\begin{aligned}
P&=(\varepsilon-b^2)\left[kb^2+(k+\varepsilon)(\varepsilon-b^2)\right]\\
&=(\varepsilon-b^2)\,\varepsilon\,(\varepsilon+k-b^2)\\
&=\varepsilon(\varepsilon-a^2)(\varepsilon-b^2),
\end{aligned}$$

because $b^2-k=(1-k)^2/4=a^2$.

**Where $P>0$ there are states.** This holds for $0<\varepsilon<a^2$ and for $\varepsilon>b^2$. A zero of $F$ would give $P=-F'^2/4\le0$, so $F$ has none. Set

$$u=r\,e^{i\phi},\qquad r=\sqrt{|F|},\qquad \phi'=\frac{\sqrt P}{|F|}.$$

Since $r^2\phi'$ is constant, $2r'\phi'+r\phi''=0$, and

$$\frac{u''}{u}=\frac{r''}{r}-\phi'^2=\frac{F''}{2F}-\frac{F'^2}{4F^2}-\frac{P}{F^2}=V-\varepsilon ,$$

where the last step is the definition of $P$ divided by $F^2$. So $u$ solves the squared equation. It is a bounded Bloch function with phase per period

$$\theta=\sqrt P\int_0^L\frac{dx}{|F|},$$

and $v$ is bounded too. Cutting $\Psi$ off smoothly over a length $R$ leaves an error in $(H-E)\Psi$ of relative norm $O(1/R)$, so $E$ belongs to the spectrum. The spectrum is closed, so the points $E=0,\pm a,\pm b$ belong to it as well. The midgap band is therefore one piece through zero, and the outer continua have no further gaps.

**Where $P<0$ there are none.** This is the range $a^2<\varepsilon<b^2$. By Bloch's theorem, an energy in the spectrum has a solution $y$ with $y(x+L)=\mu y(x)$ and $|\mu|=1$.

Suppose first that $\mu\ne\pm1$. Then $y^*$ is a second, independent solution, with multiplier $1/\mu$. The solutions of (1) are spanned by $y^2$, $yy^*$ and $y^{*2}$, with multipliers $\mu^2$, $1$ and $\mu^{-2}$. Only the middle one is periodic, so $F=c|y|^2$ with real $c\neq0$. For any product $F=y_1y_2$, inserting the expression for $F''$ gives

$$P=y_1y_2y_1'y_2'-\tfrac14(y_1'y_2+y_1y_2')^2=-\tfrac14(y_1'y_2-y_1y_2')^2 .$$

With $y_1=y$ and $y_2=cy^*$ the last bracket is imaginary and nonzero, so $P>0$. This is a contradiction.

Suppose instead that $\mu=\pm1$. Then $\mu+1/\mu$, the trace of the one-period transfer matrix, equals $\pm2$. The trace is an entire function of $\varepsilon$ and is not constant, since it grows without limit as $\varepsilon\to-\infty$. Such energies are therefore isolated, and by the first case each would be an isolated point of the spectrum. An isolated spectral point of a self-adjoint operator is an eigenvalue with normalizable eigenfunctions. These form a space of dimension at most two, which translation by $L$ maps into itself. Translation then has an eigenvector in that space, whose magnitude is periodic and which cannot be normalized. This is again a contradiction, so the gaps are empty and the statement is proved.

**Limits and conditions.** As $k\to0$, $W\approx k\sin x$ and $L\to2\pi$. The mass couples the free states with $p=\pm\tfrac12$ and energy $\tfrac12$ through a matrix element of magnitude $k/2$. First-order splitting gives $\tfrac12\pm k/2$, in agreement with $a$ and $b$. As $k\to1$, the period diverges and $W\to\tanh x$ near the origin. The midgap band shrinks to the zero-energy state of an isolated mass kink, and the continua start at $|E|=1$.

The amplitude is tied to the modulus and the length scale: in ordinary units the mass term is $(\hbar v/\ell)\,k\,\mathrm{sn}(x/\ell,k^2)$. If the magnitude of the prefactor alone is changed, with $k$ and $\ell$ inside sn kept, the equation for $V''$ fails and this proof no longer applies.

**Numbers for $k=0.8$.** Here $K=1.9953\,\ell$ and $L=7.9812\,\ell$. The formulas give $a=0.1$ and $b=0.9$, so each gap has width $b-a=k=0.8$. Diagonalizing $H$ in plane waves at the zone boundary $q=\pi/L$ gives levels at $\pm0.10000000$ and $\pm0.90000000$. At $q=\pi/(2L)$ the same method finds two midgap states. Levels move continuously with $q$ and cannot enter a gap, so the band holds two states at every $q$. Counted over the Brillouin zone, which has one value of $q$ per period of the system, this makes two states per period. A period contains one rising and one falling zero of the mass.

At $E=0.05$,

$$P=0.0025\,(-0.0075)(-0.8075)=1.514\times10^{-5}.$$

Numerical quadrature of the phase integral gives $\theta=1.0638$, or $q=\theta/L=0.1333\,\ell^{-1}$. Integrating the Dirac equations over one period gives a transfer-matrix trace of $0.9712$, equal to $2\cos\theta$ at this precision.

At $E=0.5$, inside the gap,

$$P=0.25\,(0.24)(-0.56)=-0.0336 ,$$

and $F$ changes sign, from $-0.56$ at $x=0$ to $0.24$ at $x=2K$. The integrated trace is $-35.545$. The multipliers have product 1, so the larger has magnitude $35.52$, and the amplitude grows by a factor $e$ over $L/\ln35.52=2.24\,\ell$.

## Variation 1: speed at zero energy

*How fast do the midgap states move near $E=0$?*

At $E=0$ the components decouple: $u_0'=-Wu_0$ and $v_0'=Wv_0$. Since $(\mathrm{dn}-k\,\mathrm{cn})'=k\,\mathrm{sn}\,(\mathrm{dn}-k\,\mathrm{cn})$, the solutions are

$$v_0=\mathrm{dn}-k\,\mathrm{cn},\qquad u_0=1/v_0 ,$$

both periodic. A small Bloch wave number $q$ adds $\sigma_yq$ to $H$ acting on periodic functions. In the normalized basis $(u_0,0)$, $(0,v_0)$, its off-diagonal elements are $\mp isq$, with

$$s=\frac{\langle u_0v_0\rangle}{\sqrt{\langle u_0^2\rangle\langle v_0^2\rangle}}=\frac{1}{\sqrt{\langle u_0^2\rangle\langle v_0^2\rangle}} ,$$

where brackets are averages over a period. To first order $E=\pm sq$, so the speed is $s$.

From $\mathrm{dn}^2-k^2\mathrm{cn}^2=1-k^2$ we get $u_0=(\mathrm{dn}+k\,\mathrm{cn})/(1-k^2)$. A shift by $2K$ reverses cn and leaves dn unchanged. Hence $\langle u_0^2\rangle=\langle v_0^2\rangle/(1-k^2)^2$ and $\langle\mathrm{dn}\,\mathrm{cn}\rangle=0$. With $\mathcal E$ the complete elliptic integral of the second kind, $\langle\mathrm{dn}^2\rangle=\mathcal E/K$, so

$$\langle v_0^2\rangle=\langle\mathrm{dn}^2\rangle+k^2\langle\mathrm{cn}^2\rangle=\frac{2\mathcal E}{K}-(1-k^2),\qquad s=\frac{1-k^2}{2\mathcal E/K-(1-k^2)} .$$

For $k=0.8$, $\mathcal E=1.27635$ and $s=0.36/(1.27935-0.36)=0.3916$, in units of $v$. The slope of the diagonalized band near $q=0$ is also $0.3916$. At $q=0.1333\,\ell^{-1}$ the linear law predicts $E=0.0522$, about 4% above the value $0.05$ found there, so the band bends downward.

## Variation 2: a constant added to the mass

*Replace $W$ by $W+m_0$ with constant $m_0\ne0$. Does the midgap band still pass through $E=0$?*

No. The zero-energy solutions become $u=e^{-m_0x}u_0$ and $v=e^{m_0x}v_0$. Their multipliers $e^{\mp m_0L}$ are not unimodular, so $E=0$ leaves the spectrum.

For small $m_0$, the added term $\sigma_xm_0$ has off-diagonal elements $sm_0$ in the basis of Variation 1. Together with the $q$ term,

$$H_{\rm eff}=s\begin{pmatrix}0&m_0-iq\\ m_0+iq&0\end{pmatrix},\qquad E=\pm s\sqrt{m_0^2+q^2} .$$

To leading order in $m_0$ and $q$, the band splits by $2s|m_0|$ at $q=0$. For $k=0.8$ this is $0.78\,|m_0|$, less than the $2|m_0|$ of a uniform mass because $u_0$ and $v_0$ are concentrated in different parts of the period. The unbroken midgap band thus relies on the zero average of the mass.

Numerical values quoted here were computed with a short program.
